# Bethe stopping of 2 MeV helium in silicon, without shell correction

**Question**

I am working on this exercise: "Using a mean excitation energy of 173 eV and no shell correction, show that 2 MeV helium loses about 25 eV per angstrom in silicon."

I treated the silicon electrons as free and at rest. The Rutherford cross section for giving such an electron an energy between $T$ and $T+dT$ is

$$d\sigma=\frac{2\pi z^2e^4}{mv^2}\,\frac{dT}{T^2},$$

with $z=2$, $m$ the electron mass and $v$ the ion speed. The largest transfer is $2mv^2$. For the smallest I took the mean excitation energy $I$, as a typical energy that a bound electron accepts. With $N$ atoms per volume and $Z=14$ electrons per atom,

$$NZ\int_I^{2mv^2}T\,d\sigma=NZ\,\frac{2\pi z^2e^4}{mv^2}\ln\frac{2mv^2}{I}.$$

This gives 12.3 eV/Å, half of what is asked. Where is the other half, and how far can the result be trusted if the shell correction is simply dropped?

**Answer**

Your integral contains the hard collisions only. A bound electron can also be excited by a momentum transfer too small to give a free electron the energy $I$. For a fast ion, these soft collisions supply the missing half of the logarithm, and a quantum treatment of the atom shows it.

**Assumptions**

The ion is a bare nucleus of charge $ze$, mass $M$ and kinetic energy $E$, moving non-relativistically. The silicon is amorphous or randomly oriented, so there is no channelling, and the atoms are treated as contributing independently. This is an idealization for the valence electrons. The given 173 eV is a value for solid silicon, whereas the oscillator strengths of a free silicon atom give a lower mean excitation energy, about 140 eV in time-dependent Hartree–Fock. The interaction is treated in first Born approximation. I write $e^2$ for the Gaussian quantity $e^2/(4\pi\varepsilon_0)$, and $S=-dE/dx>0$ for the mean electronic energy loss per path length. Energy given to the recoil of whole atoms is not counted.

**The cross section for exciting an atom**

Let the atom go from its ground state $|0\rangle$ to $|n\rangle$, at excitation energy $E_n$, while the ion goes from wave vector $\mathbf k$ to $\mathbf k'$. Put $\mathbf q=\mathbf k-\mathbf k'$. In a normalization volume $\Omega$, the golden rule needs three ingredients:

- the squared matrix element $|V_n(\mathbf q)|^2/\Omega^2$, where $V_n(\mathbf q)=\int e^{i\mathbf q\cdot\mathbf R}\langle n|V|0\rangle\,d^3R$;
- the density of final ion states, $\Omega Mk'\,d\Omega_{k'}/(8\pi^3\hbar^2)$;
- the incident flux $\hbar k/(M\Omega)$, by which the rate is divided.

Together they give

$$d\sigma_n=\frac{2\pi}{\hbar}\,\frac{|V_n|^2}{\Omega^2}\,\frac{\Omega Mk'\,d\Omega_{k'}}{8\pi^3\hbar^2}\,\frac{M\Omega}{\hbar k}=\frac{M^2}{4\pi^2\hbar^4}\,\frac{k'}{k}\,|V_n|^2\,d\Omega_{k'} .$$

The interaction is $V=zZe^2/R-\sum_j ze^2/|\mathbf R-\mathbf r_j|$. The Fourier transform of $1/s$ follows from a screened potential whose screening is removed at the end:

$$\int e^{i\mathbf q\cdot\mathbf s}\,\frac{e^{-\mu s}}{s}\,d^3s=\frac{4\pi}{q}\int_0^\infty \sin(qs)\,e^{-\mu s}ds=\frac{4\pi}{q^2+\mu^2}\;\to\;\frac{4\pi}{q^2}.$$

Shifting the origin to $\mathbf r_j$ adds a factor $e^{i\mathbf q\cdot\mathbf r_j}$. The nuclear term contains no electron coordinate, so it is proportional to $\langle n|0\rangle=0$. Hence

$$V_n=-\frac{4\pi ze^2}{q^2}F_n,\qquad F_n(\mathbf q)=\langle n|\sum_j e^{i\mathbf q\cdot\mathbf r_j}|0\rangle .$$

From $q^2=k^2+k'^2-2kk'\cos\theta$ we have $q\,dq=kk'\sin\theta\,d\theta$. After averaging over atomic orientations, $|F_n|^2$ depends on $q$ alone, so $d\Omega_{k'}=2\pi q\,dq/(kk')$. With $\hbar k=Mv$,

$$d\sigma_n=\frac{M^2}{4\pi^2\hbar^4}\,\frac{k'}{k}\,\frac{16\pi^2z^2e^4}{q^4}|F_n|^2\,\frac{2\pi q\,dq}{kk'}=\frac{8\pi z^2e^4}{\hbar^2v^2}\,|F_n|^2\,\frac{dq}{q^3}.$$

The ion mass has dropped out. For a free electron at rest, $|F|^2=1$ and $T=\hbar^2q^2/2m$. Then $dT=\hbar^2q\,dq/m$ and $dq/q^3=\hbar^2dT/(4mT^2)$, which returns your Rutherford formula. Your prefactor was right.

**Which momentum transfers are possible**

Energy conservation reads $\hbar^2(k-k')(k+k')/2M=E_n$. The smallest $q$ is $k-k'$, for forward scattering. Since $E_n\ll E$, we may set $k+k'\approx2k$:

$$q_{\min}=\frac{ME_n}{\hbar^2k}=\frac{E_n}{\hbar v}.$$

For a free electron at rest, the ion gives up $\hbar\mathbf q\cdot\mathbf v$, apart from the small recoil term $\hbar^2q^2/2M$. Setting this equal to $\hbar^2q^2/2m$ gives the largest $q$ when $\mathbf q$ is parallel to $\mathbf v$:

$$q_{\max}=\frac{2mv}{\hbar},\qquad T_{\max}=2mv^2 .$$

**The sum over excited states**

We need $\sum_nE_n|F_n|^2$. Let $F=\sum_je^{i\mathbf q\cdot\mathbf r_j}$ and $H=\sum_jp_j^2/2m+U$, where $U$ depends on the electron positions only and includes their mutual repulsion. By completeness the sum is $\langle0|F^\dagger(H-E_0)F|0\rangle$, with $E_0$ the ground-state energy. After the orientation average it is the same for $\mathbf q$ and $-\mathbf q$, and reversing $\mathbf q$ exchanges $F$ and $F^\dagger$. We can therefore take half the sum of the two forms:

$$\sum_nE_n|F_n|^2=\tfrac12\langle0|F^\dagger(H-E_0)F+F(H-E_0)F^\dagger|0\rangle=\tfrac12\langle0|[F^\dagger,[H,F]]|0\rangle .$$

The last equality uses $FF^\dagger=F^\dagger F$ and $H|0\rangle=E_0|0\rangle$. Because $U$ commutes with $F$, only the kinetic energy contributes to the inner commutator:

$$[H,F]=\sum_je^{i\mathbf q\cdot\mathbf r_j}\left(\frac{\hbar\,\mathbf q\cdot\mathbf p_j}{m}+\frac{\hbar^2q^2}{2m}\right).$$

In the outer commutator only $\mathbf p_j$ fails to commute with $F^\dagger$, and $[e^{-i\mathbf q\cdot\mathbf r_l},\mathbf p_j]=\delta_{lj}\,\hbar\mathbf q\,e^{-i\mathbf q\cdot\mathbf r_j}$. The exponentials cancel and each electron gives $\hbar^2q^2/m$. Thus

$$\sum_nE_n|F_n|^2=Z\,\frac{\hbar^2q^2}{2m}.$$

At a given $q$, the bound electrons take up on average the energy that free electrons at rest would, provided that all levels carrying appreciable weight can be reached.

For small $q$, expand $F\approx Z+iq\sum_jx_j$, with $x$ along $\mathbf q$. The constant does not excite the atom, so $|F_n|^2\approx q^2|X_n|^2$ with $X_n=\langle n|\sum_jx_j|0\rangle$. Define the oscillator strengths $f_n=2mE_n|X_n|^2/\hbar^2$. Then

$$|F_n|^2\approx\frac{\hbar^2q^2}{2m}\,\frac{f_n}{E_n},\qquad\sum_nf_n=Z .$$

**Adding soft and hard collisions**

The stopping cross section per atom is $S/N=\sum_n\int E_n\,d\sigma_n$. Choose a wave number $q_0$ small enough for the dipole form to hold below it, yet well above $E_n/\hbar v$ for the important levels. Such a choice requires a fast ion.

Below $q_0$ the factor $E_n$ cancels, and each level has its own lower limit:

$$\frac{8\pi z^2e^4}{\hbar^2v^2}\,\frac{\hbar^2}{2m}\sum_nf_n\int_{E_n/\hbar v}^{q_0}\frac{dq}{q}=\frac{4\pi z^2e^4}{mv^2}\sum_nf_n\ln\frac{q_0\hbar v}{E_n}=\frac{4\pi z^2e^4}{mv^2}\,Z\ln\frac{q_0\hbar v}{I}.$$

The last step defines the mean excitation energy, $Z\ln I=\sum_nf_n\ln E_n$. It is a logarithmic mean because $E_n$ enters through the lower limit of a logarithmic integral.

Above $q_0$ all important levels can be reached, so the sum rule applies. At large $q$ the strength lies near $E_n=\hbar^2q^2/2m$, and for a fast ion it becomes unreachable close to $q=2mv/\hbar$, which is taken here as a sharp upper limit:

$$\frac{8\pi z^2e^4}{\hbar^2v^2}\,\frac{Z\hbar^2}{2m}\int_{q_0}^{2mv/\hbar}\frac{dq}{q}=\frac{4\pi z^2e^4}{mv^2}\,Z\ln\frac{2mv}{\hbar q_0}.$$

In the sum of the two parts $q_0$ cancels:

$$\boxed{S=NZ\,\frac{4\pi z^2e^4}{mv^2}\ln\frac{2mv^2}{I}}$$

This is the Bethe formula without shell correction.

**Where your half went**

Use $W=\hbar^2q^2/2m$ as the variable, so that $dq/q=dW/2W$. For a typical excitation energy $I$, the smallest momentum transfer $I/\hbar v$ corresponds to $W=I^2/2mv^2$, which is far below $I$ for a fast ion. The logarithm then splits as

$$\ln\frac{2mv^2}{I}=\frac12\int_{I^2/2mv^2}^{I}\frac{dW}{W}+\frac12\int_{I}^{2mv^2}\frac{dW}{W},$$

and both integrals equal $\ln(2mv^2/I)$. The second is yours. In the first, a free electron would receive less than $I$. A bound electron can still absorb a full quantum of about $I$, because the binding force takes up the momentum that does not match. The probability of this becomes small when $W\ll I$. Your cut at $T=I$ confused the energy absorbed with the quantity $\hbar^2q^2/2m$. For a free electron at rest the two are equal. For a bound electron the sum rule equates them only on average, counting the cases without excitation, and a single excitation can take much more than $\hbar^2q^2/2m$.

**The numbers for silicon**

The ion is 7294.30 times heavier than the electron. From $E=\tfrac12Mv^2$,

$$mv^2=\frac{2E}{M/m}=\frac{4.000\times10^6\ \text{eV}}{7294.30}=548.37\ \text{eV},\qquad 2mv^2=1096.75\ \text{eV}.$$

Silicon has eight atoms in a cubic cell of edge 5.43102 Å. I use this crystal density for the randomly oriented target:

$$N=\frac{8}{(5.43102\ \text{Å})^3}=0.04994\ \text{Å}^{-3},\qquad NZ=0.6992\ \text{Å}^{-3}.$$

With $e^2=14.39965$ eV Å, the prefactor is

$$\frac{4\pi\,(2)^2\,(14.39965\ \text{eV Å})^2\,(0.69916\ \text{Å}^{-3})}{548.37\ \text{eV}}=13.29\ \text{eV/Å}.$$

The logarithm is

$$\ln\frac{1096.75}{173}=\ln6.340=1.847 .$$

Therefore

$$S=13.29\times1.847\ \text{eV/Å}=24.5\ \text{eV/Å},$$

which is the requested value of about 25 eV/Å. It equals 245 keV/µm, or a stopping cross section of $49\times10^{-15}$ eV cm² per atom.

This is the loss at 2 MeV. Over 1000 Å the ion loses about 24.5 keV, or 1.2% of its energy. Since $S\propto L/E$ with $L=\ln(2mv^2/I)$ and $dL=dE/E$,

$$\frac{dS}{S}=\left(\frac1L-1\right)\frac{dE}{E}=-0.46\,\frac{dE}{E}.$$

Over that depth $S$ therefore rises by about 0.6%, and treating it as constant is adequate.

The choice of $I$ matters more. Lowering it by 10% gives 25.9 eV/Å, and raising it by 10% gives 23.3 eV/Å. Relativity matters little: using the relativistic speed in the same formula raises $S$ by 0.04%. The relativistic Bethe formula also adds $-\ln(1-\beta^2)-\beta^2$ to the logarithm, with $\beta=v/c$. The parts of order $\beta^2$ cancel, and the remainder, about $\beta^4/2\approx6\times10^{-7}$, is negligible here.

**A case that can be solved without the split**

How good is the formula when the logarithm is only 1.85? One electron in an isotropic harmonic well of frequency $\omega$ allows the Born sum to be done without introducing $q_0$. Along $\mathbf q$, write $x=\sqrt{\hbar/2m\omega}\,(a+a^\dagger)$ and $\xi=\hbar q^2/2m\omega$. Since $[a,a^\dagger]=1$,

$$e^{iqx}=e^{-\xi/2}\,e^{i\sqrt\xi\,a^\dagger}e^{i\sqrt\xi\,a},\qquad |F_n|^2=e^{-\xi}\frac{\xi^n}{n!},\qquad E_n=n\hbar\omega .$$

The rightmost factor leaves the ground state unchanged, and the middle one supplies the $n$ quanta. From the definition of $\xi$ we get $dq/q^3=\hbar\,d\xi/(4m\omega\xi^2)$. Let $B=2mv^2/\hbar\omega$. The lower limit $q=n\omega/v$ becomes $\xi=n^2/B$, and the stopping cross section is

$$\frac{4\pi z^2e^4}{mv^2}\,L_{\rm osc},\qquad L_{\rm osc}=\frac12\sum_{n\ge1}\int_{n^2/B}^\infty\frac{e^{-\xi}\xi^{n-2}}{(n-1)!}\,d\xi .$$

For large $B$ the $n=1$ integral tends to $\ln B-\gamma$, with $\gamma$ Euler's constant. For $n\ge2$ the integrand is concentrated near $\xi\approx n$ when $n$ is large. Its lower limit passes this region at $n\approx B$, so each integral is close to $(n-2)!/(n-1)!=1/(n-1)$ for $n$ well below $B$, and negligible well above. These terms add up to $\ln B+\gamma$ at leading order. Hence

$$L_{\rm osc}\to\tfrac12(\ln B-\gamma)+\tfrac12(\ln B+\gamma)=\ln B .$$

This is the Bethe logarithm with $I=\hbar\omega$. At large $B$, half of its growth with $\ln B$ comes from the single-quantum excitation, whose lower limit $\xi=1/B$ keeps falling. The other half comes from the higher excitations, of which more and more can be reached. This parallels the soft and hard halves found above.

Direct evaluation of the Born sum gives 0.9996 of the Bethe value at $B=1000$, 0.993 at $B=100$ and 0.82 at $B=10$. If $\hbar\omega$ is set to 173 eV, so that $B=6.34$ as in the exercise, the ratio is 0.72. In this model, dropping the correction overestimates the full Born result by more than a third.

The figure must not be transferred to silicon, whose electrons have binding energies spread over a wide range instead of one frequency. It does show that a correction need not be small when $2mv^2/I$ is about 6.

**How far to trust 24.5 eV/Å**

The innermost electrons of silicon show the difficulty directly. Their binding energy is roughly 1.8 keV, above the 1.1 keV that the ion can give to a free electron at rest. For them $E_n/\hbar v$ exceeds $2mv/\hbar$, so no suitable $q_0$ exists, and their contribution to the logarithm is formally negative. The eight L electrons have no suitable $q_0$ either. A typical excitation energy of about 250 eV gives $E_n/\hbar v\approx3.9$ Å$^{-1}$, and their orbital radius is about 0.3 Å. The product is already near 1 at the lower limit, so there is no range above it in which the dipole form holds. The shell correction repairs such errors. Leaving it out is a condition of the exercise, not a limit that this ion has reached.

The Born approximation is also under some strain. Its expansion parameter is $ze^2/\hbar v$, the charge number times the Bohr speed over the ion speed. Here it is $2/4.489=0.45$, which is not very small, so terms of higher order in $z$ are not negligible. One of them, the Bloch term $\psi(1)-\mathrm{Re}\,\psi(1+ize^2/\hbar v)$ with $\psi$ the digamma function, adds $-0.20$ to the logarithm, about 11% of it. The correction odd in $z$ is not estimated here. The formula also ignores electrons captured by the ion, which would lower its effective charge.

At lower energy the formula fails visibly. With $I$ fixed, $S\propto L/E$ has its maximum at $L=1$, that is, at $2mv^2=2.718\,I$ or $E\approx0.86$ MeV. It falls to zero at $2mv^2=I$, or $E\approx0.32$ MeV, and is negative below that. A real ion does not stop losing energy there; the assumption of a fast ion has broken down. At higher energy the condition $2mv^2\gg E_n$ is better met and $ze^2/\hbar v$ falls, so both concerns weaken. At relativistic speeds, further terms have to be included.

So 24.5 eV/Å is the value of the uncorrected Bethe formula for the given $I$. Its closeness to the rounded 25 eV/Å says nothing about the size of the omitted corrections. The numerical output below gives the main values used here, together with checks of the Rutherford law, the momentum limits and the sum rules.

## Calculated quantities

```
ion energy: 2.000e+06 eV
ion charge number z: 2
electrons per silicon atom Z: 14
mean excitation energy I: 173.0 eV
ion mass / electron mass: 7294.30
e^2 (Gaussian): 14.39965 eV angstrom
silicon lattice parameter: 5.43102 angstrom
atomic density N: 0.049940 per angstrom^3
electron density N Z: 0.69916 per angstrom^3
m v^2: 548.37 eV
2 m v^2: 1096.75 eV
largest transfer, exact kinematics: 1096.45 eV
ion speed / Bohr speed: 4.489
(ion speed / light speed)^2: 1.072e-03
2 m v^2 / I: 6.3396
logarithm: 1.8468
prefactor: 13.288 eV/angstrom
stopping S: 24.54 eV/angstrom
stopping S: 245.4 keV/micrometre
S/N: 49.14 x 1e-15 eV cm^2 per atom
S with I lowered by 10%: 25.94 eV/angstrom
S with I raised by 10%: 23.27 eV/angstrom
change of S from relativistic speed: 0.037 %
Rutherford area, orbits / law: 1.000198
two-electron Bethe sum (should be 2): 2.000000
two-electron dipole sum (should be 2): 2.000000
oscillator Born/Bethe at 2mv^2/(hbar omega)=10: 0.82445
oscillator Born/Bethe at 2mv^2/(hbar omega)=100: 0.99318
oscillator Born/Bethe at 2mv^2/(hbar omega)=1000: 0.99956
oscillator pair Born/Bethe, logarithmic mean: 0.99953
oscillator pair Born/Bethe, arithmetic mean: 1.06789
oscillator Born/Bethe at hbar omega = I: 0.7223
```
